# Boron's intrinsic diffusion length in silicon after an hour at 1000 °C: verification in Python

```python
"""Boron diffusion length in silicon under intrinsic conditions.

Result under test: L = sqrt(D t), with D = D0 exp(-Ea / kT). A buried layer
broadens as variance = sigma0^2 + 2 D t. The formulas are compared with a
grid solution of the diffusion equation.
Symbols: D0 prefactor, Ea activation energy, t anneal time, sigma0 initial
standard deviation of the layer, n_i intrinsic carrier density at the anneal
temperature, c = boron concentration / n_i, r = hole density / n_i.
Lengths on the grid are in nm, times in s, diffusivities in nm^2/s.
"""
import numpy as np
from scipy.constants import k, e, zero_Celsius
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import erfc

K_EV = k / e
D0, EA = 0.76, 3.46                 # cm^2/s, eV
T_CELSIUS, TIME = 1000.0, 3600.0    # deg C, s
T = T_CELSIUS + zero_Celsius
CM2_TO_NM2 = 1e14
SIGMA0, DEPTH = 10.0, 500.0         # nm
DOSE, N_I = 1e13, 7e18              # cm^-2, cm^-3 (n_i is a rough value)
RAMP, T_LOW_CELSIUS = 10.0 / 60.0, 800.0   # K/s, deg C


def diffusivity(temp):
    """Intrinsic diffusivity in cm^2/s at temp in kelvin."""
    return D0 * np.exp(-EA / (K_EV * temp))


def length_nm(temp):
    return np.sqrt(diffusivity(temp) * TIME * CM2_TO_NM2)


def hole_ratio(c):
    return c / 2 + np.sqrt(1 + c**2 / 4)


DX = 2.5
x = np.arange(-400, 401) * DX


def anneal(dose, d_of_t, duration, hole_enhanced=False):
    """Solve the conservation law on the grid with closed ends."""
    dose_over_ni = dose / N_I * 1e7     # nm
    start = dose_over_ni * np.exp(-x**2 / (2 * SIGMA0**2))
    start /= np.sqrt(2 * np.pi) * SIGMA0

    def rate(time, c):
        potential = c * hole_ratio(c) if hole_enhanced else c
        flux = -d_of_t(time) * np.diff(potential) / DX
        return -np.diff(np.concatenate(([0.0], flux, [0.0]))) / DX

    sol = solve_ivp(rate, (0, duration), start, method="LSODA",
                    t_eval=[duration], rtol=1e-8, atol=1e-13,
                    lband=1, uband=1, max_step=300.0)
    assert sol.success
    end = sol.y[:, -1]
    assert abs(end.sum() / start.sum() - 1) < 1e-6
    gain = (x**2 @ end) / end.sum() - (x**2 @ start) / start.sum()
    return end, np.sqrt(gain / 2)       # profile, effective sqrt(D t)


# Main result
D = diffusivity(T)
D_nm = D * CM2_TO_NM2
L = length_nm(T)
sigma_final = np.sqrt(SIGMA0**2 + 2 * L**2)

# Constant diffusivity: spread, shape, 1/e width and tail
profile, L_grid = anneal(DOSE, lambda s: D_nm, TIME)
assert abs(L_grid / L - 1) < 1e-4
peak = DOSE / N_I * 1e7 / (np.sqrt(2 * np.pi) * sigma_final)
gauss = peak * np.exp(-x**2 / (2 * sigma_final**2))
assert np.max(np.abs(profile - gauss)) < 2e-3 * peak
right = x >= 0
half_grid = np.interp(-profile.max() / np.e, -profile[right], x[right])
half_width = np.sqrt(2 * SIGMA0**2 + 4 * L**2)
assert abs(half_grid / half_width - 1) < 2e-3
tail = 0.5 * erfc(DEPTH / (np.sqrt(2) * sigma_final))
tail_grid = (profile[x > DEPTH].sum()
             + 0.5 * profile[np.argmin(abs(x - DEPTH))]) / profile.sum()
assert abs(tail_grid / tail - 1) < 0.05   # far tail feels the grid spacing

# Temperature sensitivity against direct re-evaluation
slope = EA / (2 * K_EV * T**2)
L_cold, L_hot = length_nm(T - 10), length_nm(T + 10)
assert abs(np.log(L_hot / L_cold) / 20 / slope - 1) < 1e-3
L_ea_high = L * np.exp(-0.05 / (2 * K_EV * T))
L_ea_low = L * np.exp(0.05 / (2 * K_EV * T))

# Furnace ramps up and down
ramp_time = (T_CELSIUS - T_LOW_CELSIUS) / RAMP


def d_furnace(s):
    outside = max(ramp_time - s, s - ramp_time - TIME, 0.0)
    return diffusivity(T - RAMP * outside) * CM2_TO_NM2


extra_time = quad(lambda s: diffusivity(T - RAMP * s) / D, 0, ramp_time)[0]
extra_estimate = K_EV * T**2 / (EA * RAMP)
# The estimate drops terms of relative size 2 kT / Ea, about 6 percent.
assert abs(extra_estimate / extra_time - 1) < 0.08
_, L_ramp = anneal(DOSE, d_furnace, TIME + 2 * ramp_time)
assert abs(L_ramp / (L * np.sqrt(1 + 2 * extra_time / TIME)) - 1) < 1e-3

# Hole-enhanced diffusion with the built-in field
for c_test in (0.1, 1.0, 8.0):
    root = brentq(lambda r: r - 1 / r - c_test, 0.5, 20)
    assert abs(root / hole_ratio(c_test) - 1) < 1e-9
_, L_holes = anneal(DOSE, lambda s: D_nm, TIME, True)
_, L_heavy = anneal(10 * DOSE, lambda s: D_nm, TIME, True)
excess_grid = (L_holes / L)**2 - 1
excess = (DOSE / N_I * 1e7 * (sigma_final - SIGMA0)
          / (4 * np.sqrt(np.pi) * L**2))
assert abs(excess / excess_grid - 1) < 0.10   # first order in c only
c_start = DOSE / N_I * 1e7 / (np.sqrt(2 * np.pi) * SIGMA0)

# Interstitial supersaturation
SUPER = 3.0
_, L_super = anneal(DOSE, lambda s: SUPER * D_nm, TIME)
assert abs(L_super / (np.sqrt(SUPER) * L) - 1) < 1e-3

print(f"Prefactor D0: {D0} cm^2/s")
print(f"Activation energy Ea: {EA} eV")
print(f"Anneal time: {TIME:.0f} s")
print(f"Temperature: {T:.2f} K")
print(f"Boltzmann constant: {K_EV:.6e} eV/K")
print(f"kT: {K_EV * T:.5f} eV")
print(f"Ea/kT: {EA / (K_EV * T):.3f}")
print(f"exp(-Ea/kT): {np.exp(-EA / (K_EV * T)):.3e}")
print(f"Diffusivity D: {D:.3e} cm^2/s")
print(f"Product D t: {D * TIME:.3e} cm^2")
print(f"Diffusion length sqrt(Dt): {L:.1f} nm")
print(f"Same length: {L / 1000:.4f} um")
print(f"rms displacement sqrt(2Dt): {np.sqrt(2) * L:.1f} nm")
print(f"Thin-source 1/e half-width 2sqrt(Dt): {2 * L:.1f} nm")
print(f"sqrt(Dt) if 1000 K is used by mistake: {length_nm(1000.0):.2f} nm")
print(f"Layer dose: {DOSE:.1e} cm^-2")
print(f"Initial standard deviation: {SIGMA0:.1f} nm")
print(f"Final standard deviation, formula: {sigma_final:.1f} nm")
print(f"sqrt(Dt) from grid variance: {L_grid:.1f} nm")
print(f"1/e half-width of layer, formula: {half_width:.1f} nm")
print(f"1/e half-width of layer, grid: {half_grid:.1f} nm")
print(f"Layer depth: {DEPTH:.0f} nm")
print(f"Fraction past surface plane, formula: {tail:.2e}")
print(f"Fraction past surface plane, grid: {tail_grid:.2e}")
print(f"Relative change of L per kelvin: {100 * slope:.2f} %/K")
print(f"L at 990 deg C: {L_cold:.1f} nm")
print(f"L at 1010 deg C: {L_hot:.1f} nm")
print(f"L if Ea is 0.05 eV higher: {L_ea_high:.1f} nm")
print(f"L if Ea is 0.05 eV lower: {L_ea_low:.1f} nm")
print(f"Ramp rate: {RAMP * 60:.0f} K/min, from {T_LOW_CELSIUS:.0f} deg C")
print(f"Equivalent time per ramp, integral: {extra_time:.0f} s")
print(f"Equivalent time per ramp, estimate: {extra_estimate:.0f} s")
print(f"L with both ramps, grid: {L_ramp:.1f} nm")
print(f"Rough n_i at anneal temperature: {N_I:.1e} cm^-3")
print(f"Initial peak boron concentration: {c_start * N_I:.2e} cm^-3")
print(f"Final peak boron concentration: {peak * N_I:.2e} cm^-3")
print(f"Initial peak p/n_i: {hole_ratio(c_start):.3f}")
print(f"Final peak p/n_i: {hole_ratio(peak):.3f}")
print(f"Excess of L^2 from holes, estimate: {100 * excess:.2f} %")
print(f"Excess of L^2 from holes, grid: {100 * excess_grid:.2f} %")
print(f"Effective L with holes and field: {L_holes:.1f} nm")
print(f"Effective L at dose {10 * DOSE:.0e} cm^-2: {L_heavy:.1f} nm")
print(f"Interstitial supersaturation, chosen: {SUPER:.0f}")
print(f"L with this supersaturation, grid: {L_super:.1f} nm")
print("OK")
```

Printed output:

```
Prefactor D0: 0.76 cm^2/s
Activation energy Ea: 3.46 eV
Anneal time: 3600 s
Temperature: 1273.15 K
Boltzmann constant: 8.617333e-05 eV/K
kT: 0.10971 eV
Ea/kT: 31.537
exp(-Ea/kT): 2.012e-14
Diffusivity D: 1.529e-14 cm^2/s
Product D t: 5.504e-11 cm^2
Diffusion length sqrt(Dt): 74.2 nm
Same length: 0.0742 um
rms displacement sqrt(2Dt): 104.9 nm
Thin-source 1/e half-width 2sqrt(Dt): 148.4 nm
sqrt(Dt) if 1000 K is used by mistake: 1.00 nm
Layer dose: 1.0e+13 cm^-2
Initial standard deviation: 10.0 nm
Final standard deviation, formula: 105.4 nm
sqrt(Dt) from grid variance: 74.2 nm
1/e half-width of layer, formula: 149.0 nm
1/e half-width of layer, grid: 149.0 nm
Layer depth: 500 nm
Fraction past surface plane, formula: 1.05e-06
Fraction past surface plane, grid: 1.06e-06
Relative change of L per kelvin: 1.24 %/K
L at 990 deg C: 65.5 nm
L at 1010 deg C: 83.9 nm
L if Ea is 0.05 eV higher: 59.1 nm
L if Ea is 0.05 eV lower: 93.2 nm
Ramp rate: 10 K/min, from 800 deg C
Equivalent time per ramp, integral: 228 s
Equivalent time per ramp, estimate: 242 s
L with both ramps, grid: 78.7 nm
Rough n_i at anneal temperature: 7.0e+18 cm^-3
Initial peak boron concentration: 3.99e+18 cm^-3
Final peak boron concentration: 3.79e+17 cm^-3
Initial peak p/n_i: 1.325
Final peak p/n_i: 1.027
Excess of L^2 from holes, estimate: 3.49 %
Excess of L^2 from holes, grid: 3.46 %
Effective L with holes and field: 75.5 nm
Effective L at dose 1e+14 cm^-2: 85.3 nm
Interstitial supersaturation, chosen: 3
L with this supersaturation, grid: 128.5 nm
OK
```
